# Why Two Neighbours per Site Do Not Fix an Electronic Gap: test program

```python
"""
Result under test: with one orbital and one electron per site and hopping -t
between neighbours, a six-membered ring has gap 2t, while two separate
triangles have gap 0, although every site has two neighbours in both.

Symbols: t = hopping strength (eV); H = one-electron matrix (eV);
gap = E(N+1) + E(N-1) - 2 E(N); U = repulsion of two electrons on a site (eV);
lam = rewiring fraction, 0 for the hexagon and 1 for the two triangles;
local moment p = diagonal element of H^p (eV^p).
"""
from itertools import combinations
import numpy as np
from scipy.linalg import eigh
from scipy.constants import e, k as k_boltzmann

t = 1.0


def matrix_from_bonds(n, bonds):
    """Bonds are (site, site, strength); the matrix element is -strength."""
    h = np.zeros((n, n))
    for i, j, strength in bonds:
        h[i, j] -= strength
        h[j, i] -= strength
    return h


def ring(n):
    return matrix_from_bonds(n, [(i, (i + 1) % n, t) for i in range(n)])


def filling_gap(levels):
    """Gap at one electron per site, each level holding two electrons."""
    places = np.sort(np.repeat(levels, 2))
    n = len(levels)
    return places[n] - places[n - 1]


def filling_energy(levels):
    return np.sort(np.repeat(levels, 2))[:len(levels)].sum()


def one_spin_matrix(h, count):
    """Many-electron hopping matrix for 'count' electrons of one spin."""
    n = len(h)
    states = list(combinations(range(n), count))
    index = {s: a for a, s in enumerate(states)}
    matrix = np.zeros((len(states), len(states)))
    occupation = np.zeros((len(states), n))
    for a, s in enumerate(states):
        occupation[a, list(s)] = 1
        for j in s:
            matrix[a, a] += h[j, j]
            for i in range(n):
                if i in s or h[i, j] == 0:
                    continue
                new = tuple(sorted([x for x in s if x != j] + [i]))
                crossed = sum(min(i, j) < x < max(i, j) for x in s)
                matrix[index[new], a] += (-1) ** crossed * h[i, j]
    return matrix, occupation


def many_electron_energy(h, up, down, repulsion):
    k_up, n_up = one_spin_matrix(h, up)
    k_down, n_down = one_spin_matrix(h, down)
    full = np.kron(k_up, np.eye(len(k_down)))
    full += np.kron(np.eye(len(k_up)), k_down)
    full += np.diag(repulsion * (n_up @ n_down.T).ravel())
    return np.linalg.eigvalsh(full)[0]


def many_electron_gap(h, repulsion):
    """Six sites; lowest spin projection contains every total spin."""
    return (many_electron_energy(h, 4, 3, repulsion)
            + many_electron_energy(h, 3, 2, repulsion)
            - 2 * many_electron_energy(h, 3, 3, repulsion))


def show(x, digits=4):
    return f"{round(float(x), digits) + 0.0:.{digits}f}"


def show_list(values):
    return " ".join(show(v, 3) for v in values)


hexagon = ring(6)
triangle_bonds = [(0, 1, t), (1, 2, t), (0, 2, t),
                  (3, 4, t), (4, 5, t), (3, 5, t)]
triangles = matrix_from_bonds(6, triangle_bonds)
hex_levels = np.linalg.eigvalsh(hexagon)
tri_levels = np.linalg.eigvalsh(triangles)

# Same coordination, different spectra
for h in (hexagon, triangles):
    assert np.all(np.count_nonzero(h, axis=1) == 2)
bloch6 = np.sort(-2 * t * np.cos(2 * np.pi * np.arange(6) / 6))
bloch3 = -2 * t * np.cos(2 * np.pi * np.arange(3) / 3)
assert np.allclose(hex_levels, bloch6, atol=1e-12)
assert np.allclose(tri_levels, np.sort(np.tile(bloch3, 2)), atol=1e-12)
hex_gap, tri_gap = filling_gap(hex_levels), filling_gap(tri_levels)
hex_energy, tri_energy = filling_energy(hex_levels), filling_energy(tri_levels)
assert abs(hex_gap - 2 * t) < 1e-12 and abs(tri_gap) < 1e-12
assert abs(hex_energy + 8 * t) < 1e-12 and abs(tri_energy + 6 * t) < 1e-12
assert abs(filling_gap(np.linalg.eigvalsh(-hexagon)) - 2 * t) < 1e-12
assert abs(filling_gap(np.linalg.eigvalsh(-triangles))) < 1e-12

# Gap from its many-electron definition, and the isolated-site limit
hex_gap_def = many_electron_gap(hexagon, 0.0)
tri_gap_def = many_electron_gap(triangles, 0.0)
assert abs(hex_gap_def - 2 * t) < 1e-9 and abs(tri_gap_def) < 1e-9
assert abs(many_electron_gap(np.zeros((6, 6)), 1.5) - 1.5) < 1e-9

print(f"hopping t = {show(t, 2)} eV")
print("hexagon levels (eV):", show_list(hex_levels))
print("two-triangle levels (eV):", show_list(tri_levels))
print(f"hexagon total energy = {show(hex_energy)} eV")
print(f"two-triangle total energy = {show(tri_energy)} eV")
print(f"hexagon gap = {show(hex_gap)} eV = {hex_gap * e:.4e} J")
print(f"two-triangle gap = {show(tri_gap)} eV")
print(f"hexagon gap from many-electron energies = {show(hex_gap_def)} eV")
print(f"two-triangle gap, same method = {show(tri_gap_def)} eV")

# Local moments: first difference is the third
expected = {1: (0, 0), 2: (2 * t**2, 2 * t**2), 3: (0, -2 * t**3)}
for p, pair in expected.items():
    found = [np.diag(np.linalg.matrix_power(h, p))
             for h in (hexagon, triangles)]
    assert np.allclose(found[0], pair[0]) and np.allclose(found[1], pair[1])
    print(f"local moment {p}: hexagon {show(found[0][0], 2)}, "
          f"triangles {show(found[1][0], 2)} eV^{p}")

# One hexagon state is turned from bonding to antibonding by rewiring
state = np.array([1, 0, -1, -1, 0, 1]) / 2
assert np.allclose(hexagon @ state, -t * state)
assert np.allclose(triangles @ state, t * state)
print(f"energy of moved state: hexagon {show(state @ hexagon @ state)} eV, "
      f"triangles {show(state @ triangles @ state)} eV")

# Gradual rewiring at constant summed coupling per site
for lam in np.linspace(0, 1, 21):
    mixed = (1 - lam) * hexagon + lam * triangles
    assert np.allclose(mixed.sum(axis=1), -2 * t)
    levels = np.linalg.eigvalsh(mixed)
    d = 1 - 2 * lam
    root = np.sqrt(d**2 + 8)
    formula = t * np.sort([-2, 1, 1, -d, (d - root) / 2, (d + root) / 2])
    assert np.allclose(levels, formula, atol=1e-12)
    assert abs(filling_gap(levels) - 2 * t * (1 - lam)) < 1e-12
for lam in (0.25, 0.5, 0.75):
    levels = np.linalg.eigvalsh((1 - lam) * hexagon + lam * triangles)
    print(f"rewired fraction {lam:.2f}: gap = {show(filling_gap(levels))} eV")

# Larger even rings
for n in range(4, 31, 2):
    gap_n = filling_gap(np.linalg.eigvalsh(ring(n)))
    target = 4 * t * np.sin(np.pi / n) if n % 4 == 2 else 0.0
    assert abs(gap_n - target) < 1e-10
    if n in (8, 10):
        print(f"ring of {n}: gap = {show(gap_n)} eV")
for p in range(1, 9):
    m8 = np.linalg.matrix_power(ring(8), p)[0, 0]
    m10 = np.linalg.matrix_power(ring(10), p)[0, 0]
    assert (abs(m8 - m10) < 1e-9) == (p < 8)
print(f"local moment 8: ring of 8 {show(m8, 1)}, "
      f"ring of 10 {show(m10, 1)} eV^8")

# Neglected effect: on-site repulsion
for repulsion in (1.0, 2.0, 4.0):
    g_hex = many_electron_gap(hexagon, repulsion)
    g_tri = many_electron_gap(triangles, repulsion)
    if repulsion <= 2 * t:
        assert g_hex > g_tri
    print(f"repulsion {repulsion:.1f} eV: hexagon gap {show(g_hex)} eV, "
          f"two-triangle gap {show(g_tri)} eV")

# Neglected effect: random site energies, same set for both structures
rng = np.random.default_rng(7)
spread = 0.1
site_energies = rng.normal(0, spread, (2000, 6))
diagonals = site_energies[:, :, None] * np.eye(6)
random_gaps = []
for h in (hexagon, triangles):
    levels = np.linalg.eigvalsh(h + diagonals)
    random_gaps.append(levels[:, 3] - levels[:, 2])
assert random_gaps[0].min() > t and random_gaps[1].mean() < 0.2 * t
print(f"random site energies, standard deviation {spread:.2f} eV:")
print(f"  mean hexagon gap = {show(random_gaps[0].mean())} eV")
print(f"  mean two-triangle gap = {show(random_gaps[1].mean())} eV")

# Neglected effect: bond distortion
strong, weak = 1.1 * t, 0.9 * t
alternating = matrix_from_bonds(
    6, [(i, (i + 1) % 6, strong if i % 2 == 0 else weak) for i in range(6)])
alt_gap = filling_gap(np.linalg.eigvalsh(alternating))
assert abs(alt_gap - 2 * np.sqrt(strong**2 + weak**2 - strong * weak)) < 1e-12
distorted = matrix_from_bonds(
    6, triangle_bonds + [(0, 1, 0.1 * t), (3, 4, 0.1 * t)])
dist_levels = np.linalg.eigvalsh(distorted)
dist_gap = filling_gap(dist_levels)
assert abs(dist_gap) < 1e-12 and dist_levels[4] - dist_levels[3] > 0.01 * t
print(f"hexagon, bonds {strong:.1f} and {weak:.1f} eV in turn: "
      f"gap = {show(alt_gap)} eV")
print(f"triangles, one bond of each {strong:.1f} eV: "
      f"gap = {show(dist_gap)} eV")
print("  their levels (eV):", show_list(dist_levels))

# Neglected effect: overlap of neighbouring orbitals
overlap = 0.2
overlap_gaps = []
for h in (hexagon, triangles):
    s_matrix = np.eye(6) + overlap * (h != 0)
    overlap_gaps.append(filling_gap(eigh(h, s_matrix, eigvals_only=True)))
assert abs(overlap_gaps[0] - 2 * t / (1 - overlap**2)) < 1e-12
assert abs(overlap_gaps[1]) < 1e-12
print(f"overlap {overlap:.1f}: hexagon gap {show(overlap_gaps[0])} eV, "
      f"two-triangle gap {show(overlap_gaps[1])} eV")

# Neglected effect: one weak link between the triangles
link = 0.1
linked = matrix_from_bonds(6, triangle_bonds + [(2, 3, link)])
link_gap = filling_gap(np.linalg.eigvalsh(linked))
assert abs(link_gap - 2 * link / 3) < 0.002  # remainder is of order link^2/t
print(f"triangles joined by a link of {link:.1f} eV: "
      f"gap = {show(link_gap)} eV")

# Thermal scale
temperature = 300.0
thermal = k_boltzmann * temperature / e
assert thermal < 0.05 * hex_gap
print(f"thermal energy at {temperature:.0f} K = {show(thermal)} eV")
print(f"hexagon gap / thermal energy = {hex_gap / thermal:.1f}")

print("all tests passed")
```

Output:

```
hopping t = 1.00 eV
hexagon levels (eV): -2.000 -1.000 -1.000 1.000 1.000 2.000
two-triangle levels (eV): -2.000 -2.000 1.000 1.000 1.000 1.000
hexagon total energy = -8.0000 eV
two-triangle total energy = -6.0000 eV
hexagon gap = 2.0000 eV = 3.2044e-19 J
two-triangle gap = 0.0000 eV
hexagon gap from many-electron energies = 2.0000 eV
two-triangle gap, same method = 0.0000 eV
local moment 1: hexagon 0.00, triangles 0.00 eV^1
local moment 2: hexagon 2.00, triangles 2.00 eV^2
local moment 3: hexagon 0.00, triangles -2.00 eV^3
energy of moved state: hexagon -1.0000 eV, triangles 1.0000 eV
rewired fraction 0.25: gap = 1.5000 eV
rewired fraction 0.50: gap = 1.0000 eV
rewired fraction 0.75: gap = 0.5000 eV
ring of 8: gap = 0.0000 eV
ring of 10: gap = 1.2361 eV
local moment 8: ring of 8 72.0, ring of 10 70.0 eV^8
repulsion 1.0 eV: hexagon gap 2.0161 eV, two-triangle gap 0.0831 eV
repulsion 2.0 eV: hexagon gap 2.0887 eV, two-triangle gap 0.3549 eV
repulsion 4.0 eV: hexagon gap 2.6275 eV, two-triangle gap 1.4267 eV
random site energies, standard deviation 0.10 eV:
  mean hexagon gap = 1.9293 eV
  mean two-triangle gap = 0.0596 eV
hexagon, bonds 1.1 and 0.9 eV in turn: gap = 2.0298 eV
triangles, one bond of each 1.1 eV: gap = 0.0000 eV
  their levels (eV): -2.067 -2.067 0.967 0.967 1.100 1.100
overlap 0.2: hexagon gap 2.0833 eV, two-triangle gap 0.0000 eV
triangles joined by a link of 0.1 eV: gap = 0.0659 eV
thermal energy at 300 K = 0.0259 eV
hexagon gap / thermal energy = 77.4
all tests passed
```
